# Bounding the thermal conductivity of porous dielectrics from permittivity and porosity

Consider a stack of flat layers, a fraction $q$ of the volume being solid and a fraction $p=1-q$ being empty slots. Let $\sigma$ stand for either permittivity or thermal conductivity, with value $\sigma_1$ in the solid and $\sigma_2=h\sigma_1$ in the slots. Along the layers the phases act in parallel, and across them in series, so the effective value divided by $\sigma_1$ is

$$f_\parallel(h)=q+ph,\qquad f_\perp(h)=\frac{1}{q+p/h}=\frac{h}{p+qh}.$$

If the applied field makes an angle $\theta$ with the layers, the component of the effective tensor along the field is $f=f_\parallel\cos^2\theta+f_\perp\sin^2\theta$. Porosity leaves $\theta$ free, so it fixes neither property. A permittivity reading fixes $\cos^2\theta$, and the same $\cos^2\theta$ then gives the thermal conductivity. The reading carries over because both properties see one geometry.

A general composite has many geometric unknowns instead of one angle, so a single reading leaves an interval. To find it, assume that both phases are isotropic and linear, that interfaces add no resistance, and that the electric measurement is quasistatic and lossless. Take a periodic cell, which may be large, and let $\langle\cdot\rangle$ be its volume average. Let $\chi$ be 1 in the pores and 0 in the matrix, and let $e$ be a unit vector along the mean field. With

$$s=\frac{1}{1-h},\qquad \frac{\sigma}{\sigma_1}=1-(1-h)\chi=1-\frac{\chi}{s},$$

the effective value $f=\sigma_*/\sigma_1$ is the minimum of $\langle(\sigma/\sigma_1)E^2\rangle$ over fields $E$ equal to $e$ plus a periodic gradient. First restrict these gradients to a finite-dimensional space and let $\Gamma$ be the orthogonal projector onto it; enlarging the space later brings the minimum to its true value. Then $E-e=\Gamma E$ and $\Gamma e=0$. The minimum requires $\Gamma(E-\chi E/s)=0$, hence

$$E-e=\frac1s\Gamma\chi E .$$

Multiplication by $\chi$, with $\chi^2=\chi$, gives $(s-A)\chi E=s\chi e$, where $A=\chi\Gamma\chi$. At the minimum the flux is orthogonal to $E-e$, so the energy equals the mean flux along $e$. Since $\langle e\cdot E\rangle=1$,

$$f=1-\frac1s\langle e\cdot\chi E\rangle,\qquad F(s)\equiv1-f=\langle\chi e\cdot(s-A)^{-1}\chi e\rangle=\sum_j\frac{m_j}{s-u_j}.$$

Here $u_j$ are the eigenvalues of $A$, which lie in $[0,1]$ because $\Gamma$ is a projector, and $m_j\ge0$ are the squared projections of $\chi e$ on the eigenvectors. These weights form the Bergman spectral measure. They contain the geometry and no material constant; permittivity and thermal conductivity are the same function $f(h)$ read at two contrasts, $h_e$ and $h_k$.

Two sums over the measure are known. The first is $\sum_jm_j=\langle\chi\rangle=p$. The second is $m^{(1)}=\sum_jm_ju_j=\langle\chi e\cdot\Gamma\chi e\rangle$. For the full space of gradients, $\Gamma$ multiplies the Fourier component of wavevector $k\ne0$ by $kk^{T}/k^2$, so

$$m^{(1)}=\sum_{k\neq0}|\chi_k|^2\frac{(k\cdot e)^2}{k^2}.$$

Summed over three perpendicular directions $e$, this becomes $\sum_{k\ne0}|\chi_k|^2=\langle\chi^2\rangle-\langle\chi\rangle^2=pq$. If the effective tensor is isotropic at every contrast, the expansion $F=p/s+m^{(1)}/s^2+\dots$ is the same in all directions, and therefore $m^{(1)}=pq/3$.

It helps to replace $f$ by a variable from which the porosity has been taken out:

$$y=-p-qh+\frac{pq(1-h)^2}{q+ph-f},\qquad f=q+ph-\frac{pq(1-h)^2}{p+qh+y}. \tag{1}$$

To express $y$ through the measure, insert $h=1-1/s$. Then $q+ph-f=F-p/s$ and $-p-qh=-1+q/s$, so

$$y+1=\frac qs+\frac{pq}{s(sF-p)}=\frac qs\,\frac{sF}{sF-p}=\frac{q}{D},\qquad D=s-\frac pF. \tag{2}$$

For real $h>0$, $s$ lies outside $[0,1]$, and

$$D=\frac{sF-p}{F}=\frac{\sum_jm_ju_j/(s-u_j)}{\sum_jm_j/(s-u_j)}.$$

All the $s-u_j$ have one sign, so $D$ is a weighted average of the $u_j$ and lies between 0 and 1. Consequently $y\ge q-1=-p$, the denominator $p+qh+y$ in (1) is positive, and $f$ increases with $y$. The exceptional case $D=0$ means $y=\infty$ and $f=q+ph$, as for slots parallel to the field.

The lower limit of $y$ is zero. For any admissible field, the Cauchy–Schwarz inequality gives $1=\langle e\cdot E\rangle^2\le\langle(\sigma/\sigma_1)E^2\rangle\langle\sigma_1/\sigma\rangle$, so $f\ge h/(p+qh)$. Setting $y=0$ in (1) gives

$$f=\frac{(q+ph)(p+qh)-pq(1-h)^2}{p+qh}=\frac{h(p+q)^2}{p+qh}=\frac{h}{p+qh},$$

which is that same limit. Porosity alone therefore says $0\le y\le\infty$, the Wiener bounds.

The link between two contrasts comes from continuing $y$ to complex $h$. If $\operatorname{Im}h>0$, then $\operatorname{Im}s=\operatorname{Im}h/|1-h|^2>0$. From the sum for $F$,

$$\operatorname{Im}\frac pF=-\frac{p\operatorname{Im}F}{|F|^2}=\operatorname{Im}s\;\frac{p\sum_jm_j/|s-u_j|^2}{\left|\sum_jm_j/(s-u_j)\right|^2}\ge\operatorname{Im}s,$$

where the last step is Cauchy–Schwarz with $\sum_jm_j=p$. Thus $\operatorname{Im}D\le0$, and (2) gives $\operatorname{Im}y\ge0$.

In the finite-dimensional space $y$ is a rational function of $h$ with real coefficients. Near a pole of order $n$ its phase turns through $n\pi$ on a half circle in the upper half-plane. A function with non-negative imaginary part there can have only simple poles on the real axis, with negative residues, and can grow at most as $bh$ with $b\ge0$. There are no poles at $h>0$, where $y$ is finite. There is none at $h=0$ either, since a term $-c/h$ would make $y$ negative just above zero. Hence, with $c_j,t_j>0$,

$$y=a_0+bh-\sum_j\frac{c_j}{h+t_j}=a+bh+\sum_j\frac{c_j}{t_j}\frac{h}{h+t_j},\qquad a=a_0-\sum_j\frac{c_j}{t_j}=y(0)\ge0.$$

The second form uses $-c/(h+t)=-c/t+(c/t)\,h/(h+t)$. Each term is a non-negative multiple of a member of one family,

$$K_w(h)=\frac{h}{w+(1-w)h},\qquad 0\le w\le1. \tag{3}$$

The constant is $K_0=1$, the linear term is $K_1=h$, and $h/(h+t)$ is proportional to $K_w$ with $w=t/(1+t)$. So $y(h)=\sum_wC_wK_w(h)$ with $C_w\ge0$, and the same $C_w$ serve both properties.

Let $0<h_k<h_e<1$, the usual order when the pores conduct heat poorly. For one member of the family,

$$\frac{K_w(h_k)}{K_w(h_e)}=\frac{1-w+w/h_e}{1-w+w/h_k},$$

which falls monotonically from 1 at $w=0$ to $h_k/h_e$ at $w=1$. Multiplying by $C_wK_w(h_e)$ and summing gives the first bound,

$$\frac{h_k}{h_e}\,y_e\le y_k\le y_e. \tag{4}$$

It needs the porosity and both properties along the same direction, but no isotropy. Whenever $0<y_e<\infty$ it lies strictly inside the Wiener interval. These inequalities survive the passage to the full space of gradients because both sides depend continuously on $f$.

Isotropy adds one condition. As $h\to1$, $s\to\infty$ and $D\to m^{(1)}/p$, so (2) gives $y(1)=pq/m^{(1)}-1=2$. Since $K_w(1)=1$, this means $\sum_wC_w=2$, and $y/2$ is a true average of the $K_w$. (In a finite-dimensional space of gradients the sum may only approach 2 as the space is enlarged; the bounds below then follow in that limit.) Each $K_w(h)$ lies between $h$ and 1, so porosity with isotropy gives $h\le y/2\le1$, the Hashin–Shtrikman bounds. To add the reading, write $X=K_w(h_e)$ and $Z=K_w(h_k)$. From (3), $1/X-1=w(1/h_e-1)$ and $1/Z-1=w(1/h_k-1)$. Eliminating $w$,

$$Z=\frac{X}{X+r(1-X)},\qquad r=\frac{1/h_k-1}{1/h_e-1}>1.$$

The slope $dZ/dX=r/[r-(r-1)X]^2$ increases with $X$, so the curve is convex. An average of points on it lies on or above the curve and on or below the chord joining its ends $(h_e,h_k)$ and $(1,1)$. With $x=y_e/2$,

$$\frac{x}{x+r(1-x)}\le\frac{y_k}{2}\le1-(1-x)\frac{1-h_k}{1-h_e}. \tag{5}$$

For $h_e<h_k<1$ the curve is concave and the two limits exchange roles. For an anisotropic composite, (5) still holds if $f$ means one third of the trace of the effective tensor, because the measure averaged over three axes obeys every condition used. The interval is strictly inside the Hashin–Shtrikman one for $h_e<x<1$, and it closes to a point at either end. Whether an isotropic geometry can reach each side of (5) is not settled by this argument.

Two limits show what the reading is worth. When the pores become perfect insulators, $h_k\to0$, the lower limits in (4), for finite $y_e$, and in (5), for $x<1$, send $y_k$ to zero, and $f$ tends to $q-pq/p=0$. A permittivity reading cannot exclude a skeleton cut by thin empty gaps, since the electric field still crosses them. The upper limit stays useful:

$$f_k\le q-\frac{pq}{p+2(x-h_e)/(1-h_e)}\qquad(h_k=0).$$

When instead the dielectric contrast $\delta=1-h_e$ is small, the two Hashin–Shtrikman values of $f_e$ differ by

$$pq\,\delta^2\left[\frac{1}{p+qh_e+2h_e}-\frac{1}{p+qh_e+2}\right]\approx\frac{2pq\,\delta^3}{9}.$$

The reading must be precise on this scale to locate $x$, so a weakly contrasting pair yields little thermal information in practice.

For an example, take a film in the regime of nanoporous silica, with rough round inputs: matrix permittivity 4, matrix conductivity 1.3 W/(m K), empty pores of permittivity 1, porosity 0.40, and an assumed film reading of 2.45. The pores are 3 nm wide and hold air at 300 K and one atmosphere. For a molecular diameter $d$ of about 0.37 nm, the mean free path $k_BT/(\sqrt2\,\pi d^2P)$ is 67 nm, or 22.4 pore widths. Collisions with the walls then reduce the bulk air value, about 0.026 W/(m K), to roughly $0.026/(1+2\times1.5\times22.4)=3.8\times10^{-4}$ W/(m K), where 1.5 is a rough slip factor. Thus $h_e=0.25$ and $h_k=2.93\times10^{-4}$.

The reading gives $f_e=2.45/4=0.6125$, and (1) gives

$$y_e=-0.55+\frac{0.24\times0.5625}{0.70-0.6125}=0.993,\qquad x=0.496.$$

If nothing is known about isotropy, (4) allows $y_k$ up to 0.993, and

$$f_k\le0.6001-\frac{0.2399}{0.4002+0.9929}=0.428,$$

or 0.556 W/(m K). Porosity alone allows 0.780 W/(m K), so the reading lowers the ceiling by 29%. For an isotropic film the chord in (5) gives $y_k/2\le0.329$, hence $f_k\le0.373$ and a ceiling of 0.485 W/(m K), against 0.650 W/(m K) from porosity and isotropy; this is 25% lower. The floor rises from 0.0021 to 0.0043 W/(m K), which is little use to a designer who needs guaranteed heat removal.

The remaining width is not just slack in the proof. Consider space filled with scaled copies of a layered sphere. In each layer the potential is $(ar+b/r^2)\cos\vartheta$. Let the inner part act as a sphere of value $\Sigma$ occupying a fraction $c$ of the volume enclosed by a shell of value $\tau$. Setting the potential divided by $r\cos\vartheta$ to 1 at the inner surface, and the outer radius to 1, continuity requires $a+b/c=1$ and $\tau(a-2b/c)=\Sigma$. Thus $b=c(\tau-\Sigma)/(3\tau)$ and $a=(2\tau+\Sigma)/(3\tau)$. The ratio of flux to potential at the outer surface is

$$\tau\,\frac{a-2b}{a+b}=\tau+\frac{3c\,\tau(\Sigma-\tau)}{3\tau+(1-c)(\Sigma-\tau)}. \tag{6}$$

A medium of this value surrounds the sphere without any disturbance of a uniform field, so it is the effective value of the assemblage. Use (6) twice for a matrix core, a pore shell of fraction 0.40 and a matrix coat. A numerical root search gives a permittivity of 2.45 when the core fraction is 0.174, and the conductivity is then 0.431 W/(m K). With the phases in the order pore, matrix, pore, the same porosity and permittivity require a pore core of fraction 0.187, and the conductivity is 0.0046 W/(m K). The second geometry is an idealization, with solid shells that never touch. Connected skeletons need information beyond these two measurements to raise the floor.

The ceiling inherits the errors of its inputs. Varying the reading by $\pm0.02$ and the porosity by $\pm0.01$ on a grid moves it between 0.40 and 0.55 W/(m K). This sensitivity reflects the narrow window of permittivities, 2.29 to 2.59, that an isotropic film of porosity 0.40 can have. A reading outside it signals a wrong input or a broken assumption.

Dense silica has a permittivity near 4 and a conductivity somewhat above 1 W/(m K), so the inputs are of the right size for a silica skeleton; organosilicate skeletons need their own values. The matrix permittivity was held fixed in the scan above, and the ceiling is sensitive to it: with the same reading, a matrix value of 3.9 gives an isotropic ceiling of 0.55 W/(m K), 3.8 gives 0.61 and 4.1 gives 0.41. The gain over porosity and isotropy then falls from 25% to 15% at 3.9 and to 6% at 3.8. The assumptions of dry pores and of bulk-like walls can both fail in a real film. Water filling 1% of the volume, treated as dilute spheres of permittivity 80 in the film, raises the reading by about 0.067 if the spheres replace average film. Subtracting that rise, with porosity fixed, lowers the isotropic ceiling to 0.35 W/(m K), a shift of 28% from 0.485. If the spheres replace air, as fixed porosity implies, the rise is about 0.085 and the ceiling 0.30 W/(m K); heat carried by the water is left out of this estimate. The shape of the water matters as well: if the same amount lines the walls of matrix-coated spherical pores, whose dry permittivity is 2.59, repeated use of (6) gives a rise of about 0.69 instead of 0.067; in the matrix, pore, matrix spheres with dry value 2.45 the rise is 0.19 to 0.62, depending on which wall is wetted. Water bound to a wall can also have a permittivity far below 80, which reduces the rise. The sphere estimate therefore shows that moisture matters, but it is not a correction to apply to a real film. Wall scattering shifts the ceiling less than this sphere estimate does, though the order can reverse if the water has a low permittivity. A matrix heat capacity of about $1.6\times10^6$ J/(m³ K) and a sound speed of about 4100 m/s give a phonon path of $3\kappa_1/(Cv)=0.59$ nm. A line through the film crosses solid and pore segments in equal numbers, so their mean lengths are in the ratio $q/p$. If 3 nm is taken as the mean pore segment, the mean solid segment is 4.5 nm, which serves here as a rough wall size. Dividing $\kappa_1$ by $1+0.59/4.5$ brings the ceiling to 0.43 W/(m K).

Pore gas acts mainly on the floor. Bulk air in the pores would raise the ceiling from 0.485 to 0.52 W/(m K), but the floor from 0.0043 to 0.22 W/(m K). Far-field radiation across a pore, $4\sigma_{SB}T^3$ times its width, contributes $1.8\times10^{-8}$ W/(m K). Near-field transfer is much stronger. It would have to exceed the far-field value by a factor of $1.4\times10^6$ to match bulk air, but by only $2\times10^4$ to match the rarefied gas used here. A rough oscillator model of two flat silica faces 3 nm apart gives $0.6$ to $1.0\times10^{-3}$ W/(m K), more than the pore gas. Added to the pore conductivity, it would raise the floor to 0.011–0.016 W/(m K) and the ceiling by about 0.001 W/(m K). At 400 K, if the matrix conductivity is 10% higher and the other inputs are held fixed, the ceiling is 0.53 W/(m K).

For a 200 nm film at the isotropic ceiling, two contacts, each with a resistance of roughly $10^{-8}$ m² K/W, together add about 5% to the film's own resistance. They must be removed before a measured conductivity is compared with the bounds. If the pores are elongated or layered, a permittivity measured between parallel plates should be paired with heat flow through the thickness and used in (4), whose ceiling is 0.556 W/(m K). An in-plane permittivity does not provide that bound.

Numbers in the example were calculated in double precision.
